\section*{Interference between two pinholes under illumination with sigma equal to one}

\section{The decision: add intensities or add amplitudes}

An aerial-image calculation must fix, before anything is computed, whether light from different mask points is added as intensity or as amplitude. Adding intensities needs one convolution of the mask's transmitted intensity with the image of a point. Adding amplitudes brings in a cross term for every pair of mask points. Illumination with $\sigma=1$ is sometimes called incoherent, which suggests that the cross terms may be dropped. For two pinholes this is right at isolated separations and wrong at all others.

Here $\sigma$ is the numerical aperture of the condenser divided by the mask-side numerical aperture of the objective. The source is a uniform disc whose points radiate independently, the light is quasi-monochromatic, and the field is treated as a scalar. The lens images every mask point in the same way. Mask positions are divided by the reduction factor, so that all lengths are wafer-scale lengths, and they are measured in units of $\ell=\lambda/\mathrm{NA}$, with NA the wafer-side aperture. The holes are equal and much smaller than $\ell$, in an opaque mask. ``Incoherent image'' means the sum of the images obtained with one hole open at a time. The source power is held fixed, and the peak image intensity of a single point hole in focus is set to 1.

\section{The counter-example}

Let the holes lie at $\mathbf r_1$ and $\mathbf r_2$, a distance $d$ apart. A source point $\mathbf s$, with $|\mathbf s|\le1$, sends a plane wave that reaches hole $j$ with phase $2\pi\sigma\,\mathbf s\cdot\mathbf r_j$. If $h(\mathbf x)$ is the image amplitude of a hole at the origin, the intensity due to this source point is
\begin{equation}
I_{\mathbf s}(\mathbf x)=\left|e^{2\pi i\sigma\mathbf s\cdot\mathbf r_1}h_1
+e^{2\pi i\sigma\mathbf s\cdot\mathbf r_2}h_2\right|^2,
\qquad h_j=h(\mathbf x-\mathbf r_j).
\end{equation}
Different source points add in intensity. Expanding the square and averaging over the source disc gives
\begin{equation}
I=|h_1|^2+|h_2|^2+2\,\mathrm{Re}\left[\mu\,h_1h_2^*\right],\qquad
\mu=\frac1\pi\int_{|\mathbf s|\le1}e^{2\pi i\sigma\mathbf s\cdot(\mathbf r_1-\mathbf r_2)}\,d^2s .
\label{image}
\end{equation}
The number $\mu$ is the mask-plane coherence. The first two terms are the incoherent image $I_{\rm inc}$, and the third is the whole difference from it.

The disc integral is done in polar coordinates. The angular integral gives $2\pi J_0(2\pi\sigma d\rho)$, and $\frac{d}{dv}[vJ_1(v)]=vJ_0(v)$ then gives the radial one:
\begin{equation}
\mu(d)=2\int_0^1J_0(2\pi\sigma d\rho)\,\rho\,d\rho=A(\sigma d),\qquad
A(u)=\frac{2J_1(2\pi u)}{2\pi u},\quad A(0)=1 .
\label{mu}
\end{equation}
An ideal lens in focus has a uniform circular pupil, and its image amplitude is the same integral taken over the pupil, so $h(\mathbf x)=A(|\mathbf x|)$. At $\sigma=1$ the coherence and the point-image amplitude are therefore the same function.

Take $\lambda=365$~nm and $\mathrm{NA}=0.5$, so that $\ell=730$~nm, and let the holes be 600~nm apart on the wafer scale. Then $d=600/730=0.822$, and equation (\ref{mu}) gives $\mu=-0.1322$. Midway between the holes $h_1=h_2=A(d/2)$, and
\begin{equation}
I_{\rm mid}=2A(d/2)^2\,(1+\mu)=0.2716\times(1-0.1322)=0.2357 .
\label{mid}
\end{equation}
The incoherent value is 0.2716, so interference removes 13\% of the light there. At the image centre of either hole one amplitude is $A(0)=1$ and the other is $A(d)=\mu$, so
\begin{equation}
I_{\rm centre}=1+\mu^2+2\mu\cdot\mu=1+3\mu^2=1.0525,\qquad
I_{\rm inc}=1+\mu^2=1.0175 .
\label{centre}
\end{equation}
Illumination with $\sigma=1$ thus separates this pair better than incoherent imaging would.

The same formulas give the following values at four separations. The dip is the drop from the highest intensity on the line through the holes to the midpoint, relative to that highest intensity, which was found on a grid of step $0.0005\,\ell$.

\begin{center}
\begin{tabular}{rrcccc}
$d$ (nm) & $\mu$ & \multicolumn{2}{c}{midpoint intensity} & \multicolumn{2}{c}{dip (\%)}\\
 & & $\sigma=1$ & incoh. & $\sigma=1$ & incoh.\\
360 & 0.195 & 1.268 & 1.061 & 0.0 & 1.0\\
445 & 0 & 0.735 & 0.735 & 26.5 & 26.5\\
600 & $-0.132$ & 0.236 & 0.272 & 77.6 & 73.3\\
815 & 0 & 0.012 & 0.012 & 98.8 & 98.8
\end{tabular}
\end{center}

The second and fourth rows are the first two zeros of $\mu$, at $0.610\,\ell$ and $1.117\,\ell$. The first is also the first zero of $A$, which is the Rayleigh separation. A comparison made at the Rayleigh separation alone would find no difference between $\sigma=1$ and incoherent imaging.

\section{The general statement and its proof}

Let any number of equal point holes be lit with $\sigma=1$, and let the pupil be a circle of uniform transmission with any phase aberration $W(\mathbf p)$. \emph{The image equals the incoherent image at every point if and only if $\mu(d_{jk})=0$ for every pair of holes}, where $d_{jk}$ is the separation of holes $j$ and $k$.

The derivation of equation (\ref{image}) carries over pair by pair:
\begin{equation}
I-I_{\rm inc}=2\sum_{j<k}\mu(d_{jk})\,\mathrm{Re}\left[h_jh_k^*\right].
\label{many}
\end{equation}
The coherence is real because the source disc is symmetric under $\mathbf s\to-\mathbf s$. If every $\mu(d_{jk})$ vanishes, so does the right-hand side, whatever $h$ is. This proves the ``if''.

For the converse, integrate over the image plane. The amplitude is
\begin{equation}
h(\mathbf x)=\frac1\pi\int_{|\mathbf p|\le1}e^{iW(\mathbf p)}e^{2\pi i\mathbf p\cdot\mathbf x}\,d^2p ,
\end{equation}
and Parseval's theorem gives
\begin{equation}
\int h_jh_k^*\,d^2x=\frac1{\pi^2}\int_{|\mathbf p|\le1}\left|e^{iW}\right|^2
e^{-2\pi i\mathbf p\cdot(\mathbf r_j-\mathbf r_k)}\,d^2p=\frac{A(d_{jk})}{\pi}.
\label{parseval}
\end{equation}
The aberration has dropped out. At $\sigma=1$, $A(d_{jk})=\mu(d_{jk})$, so
\begin{equation}
\int(I-I_{\rm inc})\,d^2x=\frac2\pi\sum_{j<k}\mu(d_{jk})^2 .
\label{power}
\end{equation}
Equal images have equal integrals. The sum of squares must then vanish, and with it every term. This proves the ``only if''.

Equation (\ref{power}) also shows that interference does more than move light about in the image. For two holes $\int I_{\rm inc}\,d^2x=2/\pi$, so the lens collects $1+\mu^2$ times the power it collects from the holes opened separately. At 600~nm this factor is 1.0175.

The function $A$ has a convergent power series and is not identically zero, so its zeros are isolated. Hence two pinholes interfere at all separations except a discrete set. The effect does fade. For large $v$, $J_1(v)\simeq\sqrt{2/(\pi v)}\cos(v-3\pi/4)$, so the envelope of $\mu$ falls as $d^{-3/2}$. On a fine grid from the second zero to $6\,\ell$ the largest $|\mu|$ is 0.0645, and by equation (\ref{centre}) the excess at a hole centre is then $2\mu^2=0.008$. At the hole centres the neglected cross term is thus below 1\% of a single hole's peak; elsewhere in the image its size is $2|\mu h_1h_2|$.

With more holes the condition is harder to meet. An equilateral triangle with sides of 445~nm satisfies it. Three holes in a row with that spacing do not, because the outer two are 890~nm apart, and the excess at the image centre of an end hole is $2\mu^2=0.0041$.

For $\sigma\ne1$ the integral of the cross term contains $A(\sigma d)A(d)$, which is no longer a square, and the power argument fails. For two holes and an ideal lens the conclusion survives: along the line through the holes each of $h_1$ and $h_2$ has isolated zeros, so their product is not zero everywhere, and equality at every point again requires $\mu=0$.

\section{Where the two images first show two spots}

The row at 360~nm shows a qualitative difference: a slight dip for incoherent imaging and none for $\sigma=1$. The dip appears when the curvature of $I$ at the midpoint changes sign, which defines the Sparrow separation. Put $a=d/2$ and let $h$, $h'$, $h''$ be taken at $a$. Since $h$ is even, $h'(-a)=-h'$ and $h''(-a)=h''$. The two single-hole terms contribute $2(2h'^2+2hh'')$ to the curvature. The cross term contributes $2\mu(2hh''-2h'^2)$, with the minus sign coming from the opposite slopes. Setting the sum to zero and dividing by 4 gives
\begin{equation}
(1+\mu)\,hh''+(1-\mu)\,h'^2=0 .
\label{sparrow}
\end{equation}
In the incoherent case $\mu=0$ and $hh''=-h'^2$. At that same separation the left-hand side with $\mu>0$ equals $-2\mu h'^2<0$, so the midpoint is still a maximum at $\sigma=1$. Solving equation (\ref{sparrow}) with a bracketing root finder gives 346~nm for incoherent imaging, 375~nm for $\sigma=1$ and 534~nm for holes lit coherently in phase ($\mu=1$). The separation of 360~nm lies between the first two.

\section{What is right in the name ``incoherent''}

Consider a weak amplitude grating, $t(x)=1+m\cos(2\pi qx)$ with $m\ll1$, imaged in focus at $\sigma=1$. Let $P(\mathbf p)$ be 1 inside the pupil and 0 outside, and let $\mathbf q$ have length $q$ and point along $x$. The undiffracted beam from every source point passes the pupil. Apart from a common phase the field is
\begin{equation}
1+\tfrac m2\left[P(\mathbf s+\mathbf q)e^{2\pi iqx}+P(\mathbf s-\mathbf q)e^{-2\pi iqx}\right].
\end{equation}
To first order in $m$ its squared modulus is $1+m\cos(2\pi qx)[P(\mathbf s+\mathbf q)+P(\mathbf s-\mathbf q)]$. The two pupil terms have equal source averages, so
\begin{equation}
I\simeq1+2m\,T(q)\cos(2\pi qx),\qquad
T(q)=\frac1\pi\int P(\mathbf s)P(\mathbf s+\mathbf q)\,d^2s .
\end{equation}
Incoherent imaging starts from $|t|^2\simeq1+2m\cos(2\pi qx)$ and multiplies the modulation by the normalised Fourier transform of $|h|^2$, which is the same overlap $T(q)$. The two agree at first order at all frequencies, and both stop at $q=2$, that is, at $2\,\mathrm{NA}/\lambda$. Averaging over a square grid of source points gives $T=0.685$, 0.391 and 0.144 at $q=0.5$, 1 and 1.5.

The difference appears in products of two diffracted orders. For orders at $\mathbf q_1$ and $\mathbf q_2$, illumination with $\sigma=1$ gives the weight $\frac1\pi\int P(\mathbf s)P(\mathbf s+\mathbf q_1)P(\mathbf s+\mathbf q_2)\,d^2s$, whereas incoherent imaging gives $T(|\mathbf q_1-\mathbf q_2|)$, the same integral without the source factor $P(\mathbf s)$. The two are equal when one order is the undiffracted beam. They are also equal for $\mathbf q_2=-\mathbf q_1$, because the overlap of the two shifted discs then lies inside the source disc. In general they differ. For the cosine grating the only difference is the mean level, $1+m^2T(q)/2$ at $\sigma=1$ against $1+m^2/2$, which is of second order in $m$. Pinholes in an opaque mask have no dominant undiffracted beam, and products of all pairs of diffracted directions make up their image.

The incoherent limit for two fixed holes is $\sigma\to\infty$. At 600~nm, $\mu=0.368$, $-0.132$, $-0.0074$ and 0.0024 for $\sigma=0.5$, 1, 2 and 10. The envelope falls by $5^{3/2}\approx11$ between the last two settings but the values only by 3, so the value at $\sigma=2$ lies near a zero of the oscillation. With a reduction of 5 the mask-side aperture is 0.1, and $\sigma=10$ is the largest value that propagating light in air allows.

\section{The example beside a real stepper}

The wavelength, aperture and reduction are rough values for an i-line stepper; $\sigma=1$ is an idealised setting. At $\sigma=0.95$ the coherence at 445~nm is 0.043 instead of zero. A wavelength shift of 3~nm either way leaves at most 0.007 there. Real holes are not points. For holes 600~nm wide on the mask (120~nm on the wafer scale), summing over the hole areas changes the midpoint ratio $I/I_{\rm inc}$ at 600~nm from 0.868 to 0.873, and at the first zero leaves an excess of up to 1.8\% of a single hole's peak at the points sampled along the line. For the midpoint ratio at 600~nm the vector character of light matters more. For unpolarised light in air, a pupil sum over all field components gives a ratio of 0.897. The axial field is odd about each hole's image centre, so at the midpoint its cross term has the opposite sign. A defocus of 300~nm lowers a single hole's peak by 4\% but leaves the scalar midpoint ratio at $1+\mu$, since $h_1=h_2$ there by symmetry.

Light passing from one hole to the other along the mask is also left out, and its size is estimated only roughly here. Treating a hole as a uniformly lit disc radiating sideways gives a relative amplitude of about 0.03 at 600~nm. This is the field at the centre of the other hole, 3000~nm away on the mask. It arrives at grazing incidence, and its phase turns through 1.6 cycles across the hole. What the hole sends towards the objective is the average of this field over its area, which is smaller by the factor $|A(300/365)|=0.13$. Call the averaged amplitude $\eta$, with $|\eta|\approx0.005$. At the midpoint the two holes count equally, so the total amplitude is multiplied by about $1+\eta$, and the intensity changes by at most about $2|\eta|$, or 1\%, which is small beside the 13\% found above. The estimate is crude. Grazing emission lies in a side lobe of the disc's pattern, so the bound falls to 0.3\% and 0.7\% for holes 500 and 700~nm wide, and waves guided along a real absorber layer are not described at all. A prediction for a particular mask therefore needs a rigorous electromagnetic calculation of its transmission, and a printed pattern needs a resist model as well.
